# Mean arrival time of a drifting ion between reflecting and absorbing electrodes: a program that tests the result

```python
"""
Result under test: an ion starts at a reflecting anode (x=0) and is absorbed
at x=L. With diffusivity D and drift velocity v its mean arrival time is
    T = L/v - (D/v^2) (1 - exp(-v L/D)),   T -> L^2/(2D) for v -> 0.
Scaled form: P = v L/D and T = (L^2/D) g(P), g = (P - 1 + exp(-P))/P^2.
The independent side is a chain of hopping sites with a given energy profile;
chain times are in units of L^2/D and energies in units of kT.
Example: Cu+ in SiO2, with rough typical material parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import minimize_scalar


def arrival_time(length, diffusivity, velocity):
    """Derived formula, in the units of its arguments."""
    if velocity == 0:
        return length**2 / (2 * diffusivity)
    peclet = velocity * length / diffusivity
    return length / velocity + diffusivity / velocity**2 * np.expm1(-peclet)


def hop_rates(energy, wall_factor=2.0):
    """Rates to the right and left from each site; the last site absorbs.
    wall_factor=2 represents the half-width cell at a continuum wall;
    wall_factor=1 represents an ordinary first site of a real chain."""
    cells = len(energy) - 1
    rise = np.diff(energy)
    right = cells**2 * np.exp(-rise / 2)
    right[0] *= wall_factor
    left = np.concatenate(([0.0], cells**2 * np.exp(rise[:-1] / 2)))
    return right, left


def chain_times(energy, source=None, wall_factor=2.0):
    """Solve the chain's first-step equations for all starting sites."""
    right, left = hop_rates(energy, wall_factor)
    band = np.zeros((3, len(right)))
    band[0, 1:] = right[:-1]
    band[1] = -(right + left)
    band[2, :-1] = left[1:]
    if source is None:
        source = np.ones(len(right))
    return solve_banded((1, 1), band, -source)


def linear_energy(peclet, cells):
    return -peclet * np.linspace(0, 1, cells + 1)


# --- Mean of the arrival-time distribution, integrated over real time ---
worst_time_error = 0.0
for peclet in (-3.0, 0.0, 0.5, 4.0):
    right, left = hop_rates(linear_energy(peclet, 300))
    rates, modes = eigh_tridiagonal(right + left,
                                    -np.sqrt(right[:-1] * left[1:]))
    log_weight = np.sum(np.log(right[:-1] / left[1:]))
    amplitude = right[-1] * np.exp(log_weight / 2) * modes[-1] * modes[0]
    root_time = np.linspace(0, np.sqrt(60.0), 6001)
    times = root_time**2
    density = np.exp(-np.outer(times, rates)) @ amplitude
    total = simpson(density * 2 * root_time, x=root_time)
    mean = simpson(times * density * 2 * root_time, x=root_time)
    assert abs(total - 1) < 1e-5
    error = abs(mean / arrival_time(1.0, 1.0, peclet) - 1)
    worst_time_error = max(worst_time_error, error)
# The tolerance covers the finite site spacing of the chain.
assert worst_time_error < 1e-3

# --- Time-integrated density and the distance supplied by the wall ---
cells, peclet = 800, 4.0
right, left = hop_rates(linear_energy(peclet, cells))
forward = np.zeros((3, cells))
forward[0, 1:] = left[1:]
forward[1] = -(right + left)
forward[2, :-1] = right[:-1]
start = np.zeros(cells)
start[0] = 1.0
occupation = solve_banded((1, 1), forward, -start)
profile = occupation * cells
profile[0] *= 2  # first cell has half the width
position = np.arange(cells) / cells
predicted = (1 - np.exp(-peclet * (1 - position))) / peclet
profile_error = np.max(np.abs(profile - predicted))
assert profile_error < 1e-3
assert abs(peclet * occupation.sum() + profile[0] - 1) < 1e-3

# --- Small-drift series of the full formula ---
L, D, v = sp.symbols("L D v", positive=True)
formula = L / v - D / v**2 * (1 - sp.exp(-v * L / D))
series = sp.series(formula, v, 0, 2).removeO()
assert sp.simplify(series - (L**2 / (2 * D) - v * L**3 / (6 * D**2))) == 0

# --- Example parameters (rough typical values for Cu+ in SiO2) ---
charge = const.e
boltzmann_eV = const.k / const.e
thickness_nm = 100.0
thickness_cm = thickness_nm * 1e-7
prefactor = 2e-8          # cm^2/s
activation = 0.9          # eV
stress_K, stress_V = 448.0, 10.0
use_K, use_V = 378.0, 1.0
permittivity = 3.9 * const.epsilon_0


def transport(temperature, voltage, barrier=activation):
    """Return kT in eV, D in cm^2/s, v in cm/s and mean time in hours."""
    thermal = boltzmann_eV * temperature
    diffusivity = prefactor * np.exp(-barrier / thermal)
    velocity = diffusivity / thermal * voltage / thickness_cm
    hours = arrival_time(thickness_cm, diffusivity, velocity) / 3600
    return thermal, diffusivity, velocity, hours


kT, D_stress, v_stress, T_stress = transport(stress_K, stress_V)
kT_use, D_use, v_use, T_use = transport(use_K, use_V)
P_stress, P_use = stress_V / kT, use_V / kT_use
unit_h = thickness_cm**2 / D_stress / 3600
unit_use_h = thickness_cm**2 / D_use / 3600
fine = 4000
times_stress = chain_times(linear_energy(P_stress, fine))
assert abs(times_stress[0] * unit_h / T_stress - 1) < 1e-3
assert abs(chain_times(linear_energy(P_use, fine))[0]
           * unit_use_h / T_use - 1) < 1e-3

# --- Spread of arrival times ---


def relative_spread(peclet):
    first = chain_times(linear_energy(peclet, fine))
    second = chain_times(linear_energy(peclet, fine), 2 * first)
    return np.sqrt(second[0] - first[0]**2) / first[0]


spread_zero, spread_stress = relative_spread(0.0), relative_spread(P_stress)
assert abs(spread_zero - np.sqrt(2 / 3)) < 1e-3
# The strong-drift law has corrections of relative order 1/P.
assert abs(spread_stress / np.sqrt(2 / P_stress) - 1) < 0.01

# --- Neglected: nonlinear hopping at high field ---
hop_nm = 0.5
sites = round(thickness_nm / hop_nm)
hop_time = chain_times(linear_energy(P_stress, sites), wall_factor=1.0)[0]
hop_ratio = hop_time * unit_h / T_stress
half_step = P_stress / sites / 2
# The simple drift ratio omits wall terms of relative order 1/P.
assert abs(hop_ratio / (half_step / np.sinh(half_step)) - 1) < 0.01

# --- Neglected: random trap depths (Gaussian, mean depth unchanged) ---
trap_sigma = 0.05  # eV
rng = np.random.default_rng(7)
residence = np.exp(rng.normal(0, trap_sigma / kT, (sites, 4000)))
trap_times = chain_times(linear_energy(P_stress, sites), residence, 1.0)[0]
trap_ratio = np.exp(trap_sigma**2 / (2 * kT**2))
# The tolerance is several standard errors of the random sample.
assert abs(trap_times.mean() / hop_time / trap_ratio - 1) < 0.015

# --- Neglected: frozen uniform ionic charge at fixed voltage ---
dose_cm2 = 1e12
field_step = charge * dose_cm2 * 1e4 / permittivity * 1e-8  # MV/cm
field_stress = stress_V / thickness_cm * 1e-6
field_use = use_V / thickness_cm * 1e-6


def charged_ratio(peclet, applied_field):
    x = np.linspace(0, 1, fine + 1)
    energy = -peclet * (x + field_step / applied_field * (x**2 - x) / 2)
    return (chain_times(energy)[0]
            / chain_times(linear_energy(peclet, fine))[0])


charge_stress = charged_ratio(P_stress, field_stress)
charge_use = charged_ratio(P_use, field_use)
half_ratio = field_step / (2 * field_stress)
# The pure-drift estimate omits small diffusion terms.
assert abs(charge_stress / (np.arctanh(half_ratio) / half_ratio) - 1) < 0.005
anode_use = field_use - field_step / 2
assert anode_use < 0 and charge_use > 1

# --- Neglected: image force, tunnelling and thermal electron emission ---


def image_distance(field_MVcm):
    field = field_MVcm * 1e8  # V/m

    def minus_energy(x_nm):
        x = x_nm * 1e-9
        return charge / (16 * np.pi * permittivity * x) + field * x
    found = minimize_scalar(minus_energy, bounds=(0.05, 30), method="bounded",
                            options={"xatol": 1e-8}).x
    closed = np.sqrt(charge / (16 * np.pi * permittivity * field)) * 1e9
    assert abs(found / closed - 1) < 1e-4
    return found


image_stress, image_use = image_distance(field_stress), image_distance(field_use)
electron_barrier, mass_ratio, breakdown = 3.1, 0.5, 10.0
field_SI = field_stress * 1e8
exit_m = electron_barrier / field_SI
assert exit_m < thickness_nm * 1e-9
wave_top = np.sqrt(2 * mass_ratio * const.m_e * charge
                   * electron_barrier) / const.hbar
tunnel = 2 * wave_top * exit_m * quad(lambda s: np.sqrt(1 - s), 0, 1)[0]
thermal_exponent = electron_barrier / kT

# --- Sensitivities and built-in voltage ---
barrier_factor = transport(stress_K, stress_V, activation + 0.1)[3] / T_stress
built_in = 0.2
T_zero = transport(stress_K, 0.0)[3]
T_forward = transport(stress_K, built_in)[3]
T_reverse = transport(stress_K, -built_in)[3]
reverse_chain = chain_times(linear_energy(-built_in / kT, fine))[0] * unit_h
assert abs(reverse_chain / T_reverse - 1) < 1e-3

# --- Printed numbers ---
year_h = const.Julian_year / 3600
print(f"largest relative error, time-domain test: {worst_time_error:.1e}")
print(f"largest error of scaled density profile: {profile_error:.1e}")
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"D prefactor (rough): {prefactor:.1e} cm2/s")
print(f"activation energy (rough): {activation:.2f} eV")
print(f"STRESS: {stress_K:.0f} K, {stress_V:.0f} V, {field_stress:.2f} MV/cm")
print(f"  kT: {kT:.5f} eV")
print(f"  D: {D_stress:.3e} cm2/s")
print(f"  v: {v_stress:.3e} cm/s")
print(f"  P = vL/D: {P_stress:.1f}")
print(f"  L/v: {thickness_cm / v_stress / 3600:.2f} h")
print(f"  D/v^2: {D_stress / v_stress**2 / 3600:.3f} h")
print(f"  mean arrival time: {T_stress:.2f} h = {T_stress / 24:.2f} days")
print(f"  relative spread: {spread_stress:.4f}")
print(f"USE: {use_K:.0f} K, {use_V:.0f} V, {field_use:.2f} MV/cm")
print(f"  kT: {kT_use:.5f} eV")
print(f"  D: {D_use:.3e} cm2/s")
print(f"  v: {v_use:.3e} cm/s")
print(f"  P = vL/D: {P_use:.2f}")
print(f"  mean arrival time: {T_use:.3e} h = {T_use / year_h:.2f} years")
print(f"TABLE at {stress_K:.0f} K: V, P, mean time (h), wall share of L")
for voltage in (0.0, 0.01, 0.04, 0.2, 1.0, 10.0):
    hours = transport(stress_K, voltage)[3]
    ratio = voltage / kT
    share = 1.0 if ratio == 0 else -np.expm1(-ratio) / ratio
    print(f"  {voltage:5.2f} V  {ratio:8.3f}  {hours:10.2f} h  {share:.4f}")
print(f"relative spread at zero drift: {spread_zero:.4f}")
print("NEGLECTED EFFECTS")
print(f"hop distance (rough): {hop_nm:.1f} nm")
print(f"  stress time ratio, hopping/linear: {hop_ratio:.4f}")
print(f"trap-depth spread (chosen): {trap_sigma:.2f} eV")
print(f"  stress time ratio with traps: {trap_ratio:.2f}")
print(f"time factor for +0.1 eV activation: {barrier_factor:.1f}")
print(f"ionic charge (chosen): {dose_cm2:.1e} ions/cm2")
print(f"  field difference across film: {field_step:.3f} MV/cm")
print(f"  stress time ratio with charge: {charge_stress:.4f}")
print(f"  use anode field with charge: {anode_use:.3f} MV/cm")
print(f"  use time ratio with charge: {charge_use:.2f}")
print(f"built-in voltage (chosen): {built_in:.1f} V, no applied bias")
print(f"  time without it, {stress_K:.0f} K: {T_zero:.1f} h")
print(f"  time, aiding: {T_forward:.1f} h")
print(f"  time, opposing: {T_reverse:.1f} h")
print(f"image-force distance, stress: {image_stress:.2f} nm")
print(f"image-force distance, use: {image_use:.2f} nm")
print(f"stress field / rough breakdown field: {field_stress / breakdown:.2f}")
print(f"electron barrier (rough): {electron_barrier:.1f} eV")
print(f"electron mass ratio (rough): {mass_ratio:.1f}")
print(f"  tunnelling exponent, stress: {tunnel:.1f}")
print(f"  thermal emission exponent, stress: {thermal_exponent:.1f}")
print("OK")
```

Printed output:

```
largest relative error, time-domain test: 1.2e-05
largest error of scaled density profile: 2.6e-07
film thickness: 100 nm
D prefactor (rough): 2.0e-08 cm2/s
activation energy (rough): 0.90 eV
STRESS: 448 K, 10 V, 1.00 MV/cm
  kT: 0.03861 eV
  D: 1.501e-18 cm2/s
  v: 3.889e-11 cm/s
  P = vL/D: 259.0
  L/v: 71.43 h
  D/v^2: 0.276 h
  mean arrival time: 71.15 h = 2.96 days
  relative spread: 0.0878
USE: 378 K, 1 V, 0.10 MV/cm
  kT: 0.03257 eV
  D: 2.002e-20 cm2/s
  v: 6.147e-14 cm/s
  P = vL/D: 30.70
  mean arrival time: 4.371e+04 h = 4.99 years
TABLE at 448 K: V, P, mean time (h), wall share of L
   0.00 V     0.000     9251.07 h  1.0000
   0.01 V     0.259     8501.46 h  0.8810
   0.04 V     1.036     6737.86 h  0.6227
   0.20 V     5.181     2885.93 h  0.1919
   1.00 V    25.903      686.71 h  0.0386
  10.00 V   259.029       71.15 h  0.0039
relative spread at zero drift: 0.8165
NEGLECTED EFFECTS
hop distance (rough): 0.5 nm
  stress time ratio, hopping/linear: 0.9352
trap-depth spread (chosen): 0.05 eV
  stress time ratio with traps: 2.31
time factor for +0.1 eV activation: 13.3
ionic charge (chosen): 1.0e+12 ions/cm2
  field difference across film: 0.464 MV/cm
  stress time ratio with charge: 1.0179
  use anode field with charge: -0.132 MV/cm
  use time ratio with charge: 59.35
built-in voltage (chosen): 0.2 V, no applied bias
  time without it, 448 K: 9251.1 h
  time, aiding: 2885.9 h
  time, opposing: 118303.7 h
image-force distance, stress: 0.96 nm
image-force distance, use: 3.04 nm
stress field / rough breakdown field: 0.10
electron barrier (rough): 3.1 eV
electron mass ratio (rough): 0.5
  tunnelling exponent, stress: 263.6
  thermal emission exponent, stress: 80.3
OK
```
